\section*{Why a Diamond Substrate Need Not Cool a Channel in Proportion}

\section{A power rating that goes wrong}

A transistor runs at its permitted channel temperature. Its substrate is replaced by diamond with four times the thermal conductivity, and the power is therefore raised fourfold, in the expectation that the channel will be no hotter than before. In the model device treated below, the original temperature rise is 124 K. After the change it is not 124 K but 384 K, if the conductivities are held constant. The power that restores the original rise is only 1.29 times the old one.

The belief behind the fourfold rating is that the temperature rise is inversely proportional to the substrate conductivity. It has a sound origin. For a slab of thickness $t$ and conductivity $k$ carrying a uniform heat flux $j$, the temperature drop is $jt/k$. Even when heat spreads in a complicated pattern, the rise scales as $1/k$ if the whole path has that one conductivity and ends at a fixed temperature. The substrate is also by far the thickest layer, so it seems natural to treat it as the whole path.

But the heat first crosses a thin buffer, where it is most concentrated, then an interface, and after the substrate it must still leave through the base. What matters is how much of the rise belongs to the substrate, and that cannot be read from the layer thicknesses.

\section{An exact chain without fixed resistors}

Consider long parallel fingers, repeated with pitch $p$. Each heats a strip of width $w$ uniformly with power $P'$ per unit length. Below lie a buffer $(t_1,k_1)$, an interface of area-specific resistance $r_i$, a substrate $(t_2,k_2)$ and a base of area-specific resistance $r_b$ leading to a heat sink at fixed temperature. Conduction is steady and obeys Fourier's law, with isotropic conductivities independent of temperature. No heat crosses the symmetry planes between fingers or leaves through the unheated top surface.

Let $u$ be the temperature above the sink divided by $P'$, and $\mathbf j=-k\nabla u$ the flux per unit $P'$. The resistance of interest is $R=\langle u\rangle$, the average over the heated strip, in m\,K/W. The mean channel rise is $P'R$.

In each layer $\nabla\cdot(k\nabla u)=0$. Multiplying by a function $v$, which may jump at the interface, and integrating by parts over one cell gives
\begin{equation}
\int k\nabla u\cdot\nabla v\,dA=\oint v\,k\,\partial_n u\,ds .
\end{equation}
The heated strip contributes $\langle v\rangle$, since the inward flux there is $1/w$. Let $j_z$ be the downward flux and $[v]$ the value just above the interface minus that just below. The two sides of the interface together contribute $-\int j_z[v]\,dx$, and the base contributes $-\int j_z v\,dx$. There $j_z=[u]/r_i$ and $j_z=u/r_b$ respectively, so
\begin{equation}
\langle v\rangle=B(u,v)\equiv\int k\nabla u\cdot\nabla v\,dA
+\int_{\rm int}\frac{[u][v]}{r_i}dx+\int_{\rm base}\frac{uv}{r_b}dx .
\label{weak}
\end{equation}
Setting $v=u$ gives the chain
\begin{align}
R&=R_1+R_i+R_2+R_b, \label{chain}\\
R_{1,2}&=\int_{1,2}k|\nabla u|^2dA,\qquad
R_i=r_i\int_{\rm int}j_z^2dx,\qquad R_b=r_b\int_{\rm base}j_z^2dx .\nonumber
\end{align}
The sum is exact within the model, although the heat does not flow in one dimension. Its members are not fixed resistors, however: each depends on the flux pattern, which depends on the whole stack.

\section{What the old solution says about the new device}

Let every conductance be multiplied by its own factor: $k_1\to\lambda_1k_1$, $1/r_i\to\lambda_i/r_i$, and so on. Two variational arguments bound the new resistance by means of the old members.

For the upper bound, take any trial flux $\tilde{\mathbf j}$ that conserves heat and has the prescribed flux at the top and sides. Define
\begin{equation}
W[\tilde{\mathbf j}]=\int\frac{|\tilde{\mathbf j}|^2}{k}dA
+r_i\int_{\rm int}\tilde j_z^2dx+r_b\int_{\rm base}\tilde j_z^2dx .
\end{equation}
Write $\tilde{\mathbf j}=\mathbf j+\mathbf d$, where $\mathbf d$ has no divergence and no normal component at the top or sides. The cross term from the layers is
\begin{equation}
2\int\frac{\mathbf j\cdot\mathbf d}{k}dA=-2\int\nabla u\cdot\mathbf d\,dA
=-2\int_{\rm int}[u]d_zdx-2\int_{\rm base}u\,d_zdx .
\end{equation}
Since $[u]=r_ij_z$ and $u=r_bj_z$, it cancels the cross terms from the interface and base. Hence
\begin{equation}
W[\mathbf j+\mathbf d]=R+W[\mathbf d]\ge R .
\label{thomson}
\end{equation}
This is Thomson's principle. Used in the new device with the old flux as trial, it gives $R_{\rm new}\le\sum_mR_m/\lambda_m$.

For the lower bound, apply the Cauchy--Schwarz inequality to Eq.~(\ref{weak}):
\begin{equation}
\langle v\rangle^2=B(u,v)^2\le B(u,u)B(v,v)=R\,B(v,v).
\end{equation}
Now let $u$, $R$ and $B$ refer to the new device and take the old temperature as $v$. Then $\langle v\rangle$ is the old $R$, and $B(v,v)=\sum_m\lambda_mR_m$. Together,
\begin{equation}
\frac{R^2}{\sum_m\lambda_mR_m}\le R_{\rm new}\le\sum_m\frac{R_m}{\lambda_m}.
\label{general}
\end{equation}

If only the substrate changes, by a factor $\lambda>1$, let $f=R_2/R$ be its share before the change. Then $\sum_m\lambda_mR_m=R[1+(\lambda-1)f]$ and
\begin{equation}
\frac{R}{1+(\lambda-1)f}\le R_{\rm new}\le
R\left[1-f\left(1-\frac1\lambda\right)\right].
\label{bounds}
\end{equation}
The proportional prediction is $R/\lambda$. Compared with the lower bound,
\begin{equation}
\frac1{1+(\lambda-1)f}-\frac1\lambda
=\frac{(\lambda-1)(1-f)}{\lambda[1+(\lambda-1)f]}>0
\qquad(f<1).
\end{equation}
Proportional cooling therefore requires $f=1$: the substrate must hold the entire resistance. The upper bound adds that a better substrate does help whenever $f>0$, provided nothing else is made worse.

\section{Spreading, mode by mode}

To find the members, expand the source flux in cosines with $q_n=2\pi n/p$:
\begin{equation}
j_z(x,0)=\frac1p+\frac2p\sum_{n\ge1}s_n\cos q_nx,\qquad
s_n=\frac{\sin(q_nw/2)}{q_nw/2}.
\end{equation}
The coefficient is $(2/p)$ times the average of $\cos q_nx$ over the strip, which is $s_n$. Let $Z_n$ be the ratio of temperature to downward flux for mode $n$ at the top. The surface temperature is the same series with each term multiplied by its $Z_n$. Averaging over the strip supplies a second factor $s_n$:
\begin{equation}
R=\frac{Z_0}{p}+\frac2p\sum_{n\ge1}Z_ns_n^2 .
\label{fourier}
\end{equation}
The first term is the one-dimensional stack, with $Z_0=t_1/k_1+r_i+t_2/k_2+r_b$. The sum is the spreading resistance. At the centre of the strip the cosine is 1, so the central peak has $s_n$ in place of $s_n^2$.

Within a layer of thickness $t$, at depth $z$ from its top, a mode has the form $u=A\cosh q(t-z)+D\sinh q(t-z)$. The downward flux is $-k\,\partial_zu=kq[A\sinh q(t-z)+D\cosh q(t-z)]$. At the bottom the temperature is $A$ and the flux $kqD$, so $A=kqZ_{\rm bot}D$. Dividing temperature by flux at the top, then dividing through by $\cosh qt$, gives
\begin{equation}
Z_{\rm top}=\frac{Z_{\rm bot}+\tanh(qt)/(kq)}
{1+kqZ_{\rm bot}\tanh(qt)} .
\label{layer}
\end{equation}
One starts with $Z_{\rm bot}=r_b$ below the substrate, obtains $Z_{\rm sub}$ at its top, adds $r_i$, and applies Eq.~(\ref{layer}) again for the buffer.

The same solution gives the fraction of the mode's flux that reaches the interface:
\begin{equation}
a_n=\frac1{\cosh q_nt_1+k_1q_n(r_i+Z_{\rm sub})\sinh q_nt_1}.
\end{equation}
Squaring the interface flux and integrating over a period leaves no products of different cosines, so
\begin{equation}
R_i=\frac{r_i}{w_{\rm eff}},\qquad
w_{\rm eff}=\frac p{1+2\sum_{n\ge1}s_n^2a_n^2}.
\end{equation}
Here $w_{\rm eff}$ is the width over which a uniform flux would lose as much at the interface.

The other members follow from the response of $R$ to small changes. Let only one factor differ from 1, $\lambda_m=1+\varepsilon$. To first order in $\varepsilon$, of either sign, both bounds in Eq.~(\ref{general}) equal $R-\varepsilon R_m$. Hence
\begin{equation}
R_m=-\left.\frac{\partial R}{\partial\ln\lambda_m}\right|_{\lambda=1},
\end{equation}
and differentiating Eq.~(\ref{fourier}) with respect to each conductance gives all four members.

Unless the heating is uniform, a better substrate narrows this width. With $\kappa=k_2q$ and $T=\tanh qt_2$, Eq.~(\ref{layer}) reads $Z_{\rm sub}=(\kappa r_b+T)/(\kappa+\kappa^2r_bT)$. The numerator of its derivative with respect to $\kappa$ is
\begin{equation}
r_b(\kappa+\kappa^2r_bT)-(\kappa r_b+T)(1+2\kappa r_bT)
=-T(1+\kappa^2r_b^2+2\kappa r_bT)<0 .
\end{equation}
So $Z_{\rm sub}$ falls, every $a_n$ rises and $w_{\rm eff}$ shrinks. Heat drops into the good conductor sooner, before it has spread as far, and the interface member grows.

The non-substrate members together still cannot grow. Let $N$ and $S$ be the non-substrate and substrate parts of $W$ for the old flux, and $N'$ and $S'$ those for the new flux, all evaluated with the old conductivities. Each flux minimizes its own $W$:
\begin{equation}
N+S\le N'+S',\qquad N'+S'/\lambda\le N+S/\lambda .
\end{equation}
Multiplying the second inequality by $\lambda$ and adding the first gives $(\lambda-1)N'\le(\lambda-1)N$, hence $N'\le N$.

\section{A device in numbers}

The parameters are round model values, not measurements. Each finger dissipates 5 W/mm over a width of 0.5 µm, at a pitch of 40 µm. The buffer is 1 µm thick with 150 W/(m\,K). The substrate is 100 µm thick, with 400 W/(m\,K) in the reference and 1600 W/(m\,K) in the diamond case, so $\lambda=4$. The interface has 10 m$^2$\,K/GW and the base 400 m$^2$\,K/GW. The base value is that of a solder layer about 23 µm thick with 57 W/(m\,K); the sink below it is taken as ideal.

Averaged over the pitch, the flux is $5000/(40\times10^{-6})=1.25\times10^8$ W/m$^2$. The one-dimensional drops are this flux times $t/k$ or $r$: 0.83 K in the buffer, 1.25 K at the interface, 31.25 K in the reference substrate and 50 K at the base, in total 83.3 K. The actual mean rise is 123.7 K; spreading supplies the other 40.4 K. The chain, in kelvin, is
\begin{equation}
\underbrace{30.0}_{\rm buffer}+\underbrace{7.1}_{\rm interface}
+\underbrace{36.6}_{\rm substrate}+\underbrace{50.0}_{\rm base}=123.7 .
\end{equation}
The buffer, one hundredth as thick as the substrate, holds about four fifths as much of the rise. Of its 30.0 K, all but 0.83 K is due to the concentration of heat beneath the narrow source.

The substrate share is $f=36.57/123.68=0.296$. Equation~(\ref{bounds}) then gives
\begin{align}
P'R_{\rm new}&\ge\frac{123.68}{1+3\times0.2957}=65.5\ {\rm K},\\
P'R_{\rm new}&\le123.68\,(1-0.2957\times0.75)=96.3\ {\rm K}.
\end{align}
The proportional prediction, $123.68/4=30.9$ K, lies far below the permitted range. It is even below the 50 K that the unchanged base requires by itself.

The mode sum gives 96.0 K for diamond, or 0.78 of the original rise. Its chain is $28.8+8.0+9.3+50.0$ K. The interface member has grown from 7.1 to 8.0 K because $w_{\rm eff}$ has fallen from 7.0 to 6.3 µm, while the non-substrate total has fallen slightly, from 87.1 to 86.7 K. The result lies only 0.2 K below the upper bound. By Eq.~(\ref{thomson}), that gap is $P'W[\mathbf d]$, the cost in the new device of keeping the old flux pattern, so the rearrangement of the heat matters little here. The central peak, to which the bounds do not apply, falls from 125.7 to 98.1 K, again a factor of 0.78.

These figures give the power rating of the opening. At fixed mean rise the power may increase by $123.68/96.02=1.29$; a fourfold power would give $4\times96.02=384$ K.

A separate two-dimensional finite-volume solution agrees with the mode sums for the mean, the peak and the members of the chain to within 0.03\%, relative to the mean or peak rise concerned. The bounds~(\ref{general}) were also tested on 100 random stacks. The values for the example are collected in the numerical output.

\section{Two limits of the substrate}

\subsection{Infinite conductivity}

As $k_2\to\infty$, Eq.~(\ref{layer}) gives $Z_{\rm sub}\to0$ for every $n\ge1$, while for $n=0$ the base resistance remains. Thus
\begin{equation}
R_\infty=\frac{t_1/k_1+r_i+r_b}{p}
+\frac2p\sum_{n\ge1}s_n^2\,
\frac{r_i+\tanh(q_nt_1)/(k_1q_n)}{1+k_1q_nr_i\tanh(q_nt_1)} .
\end{equation}
In the example this floor is 86.7 K. No substrate, however conductive, can remove more than $123.7-86.7=37.0$ K while the other parts stay as they are. The fourfold improvement already removes 27.7 K, three quarters of that.

\subsection{Uniform heating}

If the source fills the pitch, $w=p$, then $s_n=\sin(n\pi)/(n\pi)=0$ and the spreading term vanishes. The flux is uniform and cannot rearrange, so the upper bound becomes an equality. The rise goes from 83.3 to 59.9 K, a factor of 0.72 and still far from one quarter, because the base remains. Removing the spreading bottleneck is not enough to rescue proportionality. The buffer, interface and base must all be negligible beside the substrate; then $f\to1$, both bounds tend to $R/\lambda$, and the belief is correct.

\section{When the interface changes too}

A new substrate may come with a different interface. Suppose diamond is joined through 30 instead of 10 m$^2$\,K/GW. The factors in Eq.~(\ref{general}) are then $\lambda_i=1/3$ and $\lambda_2=4$, and the upper bound is
\begin{equation}
30.01+3\times7.10+\frac{36.57}{4}+50.00=110.5\ {\rm K}.
\end{equation}
The computed rise is 108.7 K. The saving has shrunk from 27.7 to 15.0 K, although the substrate is the same. The interface member is 15.8 K, twice that of the better joint rather than three times, because the heat now spreads over 9.5 µm before crossing. That detour has a price: the buffer member rises from 28.8 to 34.0 K. Charging the interface alone for the damage would miss this part.

Since $W$ increases with $r_i$ for every flux that crosses the interface, $R$ increases with $r_i$ as well. There is thus a single break-even value at which diamond loses its advantage. Here it is 64 m$^2$\,K/GW; above it, the diamond device has a hotter channel than the reference device with its original interface.

The resistive joint also makes spreading in the buffer more important. A thinner buffer might seem better, since it removes material from the path. But as $t_1\to0$, every $a_n\to1$ and the heat crosses the interface with the width of the source, $w_{\rm eff}\to w$. The interface alone would then contribute
\begin{equation}
\frac{P'r_i}{w}=\frac{5000\times30\times10^{-9}}{0.5\times10^{-6}}
=300\ {\rm K}.
\end{equation}
In the opposite limit, $q_1t_1\gg1$, every $Z_n$ with $n\ge1$ tends to the constant $1/(k_1q_n)$. Further thickness brings no more spreading, and the one-dimensional term grows by 0.83 K per micrometre. Between these limits, with the 30 m$^2$\,K/GW interface, the mean rise is 132 K for a buffer of 0.2 µm, 106 K at the best thickness of 2.2 µm, and 129 K at 30 µm. The buffer is both a resistance and a heat spreader, and its best thickness depends on what lies beneath it.

\section{How far the argument reaches}

The bounds~(\ref{general}) use linear conduction, a uniform source flux and a fixed geometry, but not the periodic layout. They carry over to a finite chip in three dimensions, with the members computed for that geometry. The numbers do not carry over: around an isolated device, heat also spreads beyond the fingers, which changes $f$ and the base member. A real sink and its coolant also add resistance. With a further 2000 m$^2$\,K/GW below the base of the example, diamond would allow only 1.08 times the old power at the same mean rise, instead of 1.29 times. That loss belongs to the infinite array, in which the heat has nowhere to spread beyond one pitch and no substrate can bring the base member below $r_b/p$. On a chip much larger than its heated area, a better substrate spreads the heat over more of the base and lowers the base member, and a poorer sink can then increase the gain. For ten fingers 150 µm long on a chip 2 mm square, with the same layers, the allowed power ratio is about 1.47, and about 1.59 with the added resistance. Both are still far from four.

If the conductivities depend on temperature, the problem is no longer linear and the bounds do not apply as they stand. In real crystals they fall on heating above room temperature, so constant values understate large rises. As an illustration, take $k\propto T^{-1.4}$ in the buffer, $T^{-1.5}$ in the reference substrate and $T^{-1}$ in diamond, with the stated values holding at a sink temperature of 300 K. The reference rise then becomes about 158 K, the fourfold power gives more than 700 K, and the power allowed at equal rise is about 1.36 times the old one. Fourier's law itself becomes doubtful when the source or buffer is not large compared with the mean free paths of the heat carriers. The model may then misjudge the resistance near the source, which is the part a new substrate does not replace. This effect is not examined here, so the numbers illustrate the chain rather than predict the temperature of a real device.

Within its range, the chain lets a solution for the existing device bound the gain from diamond before the new device is built. If only the substrate changes, its share $f$ is enough. If the joint changes too, the whole chain and the new interface resistance are needed. In the example, at most 37 K are open to a better substrate; the remaining 87 K call for other changes, such as a wider source, a wider pitch at the same power per finger (which lowers the power per chip area), a better joint, a more conductive buffer or a better base.

\section*{Numbers as computed}
\begin{verbatim}
power per finger length: 5.0 W/mm
source width, pitch: 0.5, 40 um
buffer thickness, conductivity: 1.0 um, 150 W/(m K)
substrate thickness: 100 um
base resistance: 400 m^2 K/GW
CASE reference
  substrate conductivity: 400 W/(m K); interface: 10 m^2 K/GW
  mean rise: 123.68 K; peak: 125.74 K
  one-dimensional part: 83.33 K; spreading part: 40.35 K
  chain (K): buffer 30.01, interface 7.10, substrate 36.57, base 50.00
  effective interface width: 7.040 um
CASE diamond, same interface
  substrate conductivity: 1600 W/(m K); interface: 10 m^2 K/GW
  mean rise: 96.02 K; peak: 98.08 K
  one-dimensional part: 59.90 K; spreading part: 36.12 K
  chain (K): buffer 28.75, interface 7.96, substrate 9.30, base 50.00
  effective interface width: 6.278 um
CASE diamond, poorer interface
  substrate conductivity: 1600 W/(m K); interface: 30 m^2 K/GW
  mean rise: 108.70 K; peak: 110.78 K
  one-dimensional part: 62.40 K; spreading part: 46.30 K
  chain (K): buffer 33.97, interface 15.82, substrate 8.90, base 50.00
  effective interface width: 9.479 um
substrate conductivity ratio: 4.0
reference substrate fraction: 0.2957
proportional prediction: 30.92 K
mean-rise ratio, same interface: 0.7764
mean-rise ratio, poorer interface: 0.8789
bounds, same interface: 65.54 to 96.25 K
bounds, poorer interface: 66.90 to 110.45 K
infinite-conductivity floor, same interface: 86.69 K
break-even interface: 63.95 m^2 K/GW
poorer interface, best buffer: 2.23 um, mean rise 106.42 K
poorer interface, buffer 0.2 um: mean rise 132.14 K
poorer interface, buffer 30.0 um: mean rise 129.47 K
largest finite-volume discrepancy in three cases: 0.025 %
random stacks satisfying bounds: 100
\end{verbatim}
